Generalized Koopmans tuning of exact exchange for defects, with supercell corrections

A defect level d holds f electrons, with 0 ≤ f ≤ 1, and stays localized for every f. The nuclei are fixed. The energy is that of a global hybrid functional,

E_a = T + E_ext + E_H + a E_x^F + (1 − a) E_x^sl + E_c,

where E_ext includes the repulsion between nuclei, E_x^F is Fock exchange, E_x^sl is semilocal exchange and E_c is semilocal correlation. E(f) is the self-consistent energy and ε(f) the self-consistent level. Formulas are in atomic units, energies are quoted in eV and lengths in Å. The task is to choose a from a property of the defect itself, and to make that choice independent of the supercell. Computed values are in the numerical output after the text.

**(a) How is ε(f) related to E(f)? Which condition on the level follows if E(f) behaves as the exact energy does, and how can it fix a?**

Solution. Let ψ_i be the orbitals, f_i their occupations and h the one-particle operator of the hybrid. Varying E at fixed occupations gives

δE = Σ_i f_i [⟨δψ_i|h|ψ_i⟩ + ⟨ψ_i|h|δψ_i⟩].

At self-consistency h ψ_i = ε_i ψ_i, so this equals Σ_i f_i ε_i δ⟨ψ_i|ψ_i⟩. It vanishes because the orbitals stay normalized. When f changes, the orbital response therefore contributes nothing to first order, and the explicit dependence on f remains:

dE/df = ⟨d|h|d⟩ = ε(f).

This is Janak's relation. Integration gives

ΔE ≡ E(1) − E(0) = ∫₀¹ ε(f) df.

In exact theory at zero temperature, a system with a fractional mean electron number is a mixture of the two neighbouring integer states, provided the integer energies are convex in electron number. Its energy is (1 − f)E(0) + f E(1), a straight line, so its slope is constant:

ε(0) = ΔE = ε(1).

This is the generalized Koopmans condition. The empty level, the filled level and the total-energy difference must agree at one geometry.

These are two equalities, and a is one parameter. To see what a crossing of the end levels leaves open, integrate by parts twice:

∫₀¹ ε df = [ε(0) + ε(1)]/2 − (1/2) ∫₀¹ f(1 − f) ε''(f) df.

If ε is linear in f, the last term vanishes and ε(0) = ε(1) implies the full condition. Otherwise a mismatch with ΔE can remain. I define the tuned fraction a_K by

ε(1) = ε(0) at a = a_K,

and use ΔE to measure what is left.

**(b) Why should a crossing exist between a = 0 and a = 1? Separate the effect of self-interaction from that of orbital relaxation.**

Solution. Start from the filled level and remove its electron while keeping all orbitals frozen. Call the resulting energy E_fr(0), and define

Λ = E_fr(0) − E(1) + ε(1),
R = E_fr(0) − E(0).

The frozen state is a trial state for the empty level, so R ≥ 0 if E(0) is the minimum. Subtraction gives

Λ − R = ε(1) − E(1) + E(0) = ε(1) − ΔE.

The filled level thus agrees with the energy difference when Λ = R.

To find Λ, expand the frozen energy about f = 1 with its integral remainder. Its slope there is ε(1), so

E_fr(0) = E(1) − ε(1) + ∫₀¹ f K(f) df, hence Λ = ∫₀¹ f K(f) df,

where K = d²E_fr/df². The Hartree energy contributes J = (dd|dd), the self-repulsion of the orbital density. Fock exchange contributes −aJ, because an orbital's exchange with itself is minus its self-repulsion. With X and C the second derivatives of semilocal exchange and correlation,

K(f) = (1 − a)[J + X(f)] + C(f).

In pure Hartree–Fock theory K = 0 and Λ = 0. Then ε(1) − ΔE = −R: relaxation puts the filled level below ΔE. If J + X is positive on average and large enough, a semilocal functional puts it above. A crossing of ε(1) with ΔE lies between when both tendencies are strong enough, which has to be checked for each defect. If ε is linear in f, then ε(1) − ΔE = [ε(1) − ε(0)]/2, and the two end levels cross at the same a. Otherwise the two crossings can differ, and the one that defines a_K must be checked separately.

**(c) Apply this to the silyl radical SiH₃, a small molecule with one silicon dangling bond.**

Solution. The Si–H length is set to 1.48 Å with tetrahedral angles. The functionals mix Fock and PBE exchange and keep PBE correlation, in the def2-SVP basis. The level is empty in the cation and singly filled in the radical. In eV:

a = 0: ε(0) = −12.454, ΔE = −9.042, ε(1) = −5.392
a = 0.5: ε(0) = −10.486, ΔE = −9.174, ε(1) = −7.660
a = 1: ε(0) = −8.585, ΔE = −9.287, ε(1) = −9.946

The gap ε(1) − ε(0) changes from +7.062 to −1.361 eV, so there is a crossing. It lies at a_K = 0.837, where both levels are at −9.198 eV. Over the whole range ΔE moves by 0.245 eV, while ε(1) moves by 4.554 eV. Tuning here mainly brings the levels to the energy difference.

The decomposition explains the position. At a = 0, Λ = 4.268 eV and R = 0.618 eV; their difference, 3.650 eV, is ε(1) − ΔE. At a = 1, Λ has dropped to 0.011 eV, which is the PBE correlation part. If the orbitals change little with a, Λ is linear:

Λ(a) ≈ 0.011 + 4.257(1 − a) eV.

Setting this equal to R ≈ 0.655 eV gives 1 − a ≈ 0.644/4.257 = 0.151, or a ≈ 0.849. The computed root of ε(1) = ΔE is 0.849. The other equality, ε(0) = ΔE, has its root at 0.823. The spread of 0.026 is the ambiguity of a one-parameter condition for this system.

At a_K, ΔE = −9.252 eV lies 0.054 eV below the common level. By the formula in (a), the weighted mean of ε'' is therefore positive, about 12 × 0.054 = 0.65 eV. The energy at f = 1/2 lies 0.897 eV below the chord in PBE and 0.007 eV below it at a_K. This midpoint value alone is a weak sign of linearity. If ε is a parabola with equal ends, ε = ε(0) + c f(f − 1), then

E(f) − chord = (c/3) f(f − 1/2)(f − 1),

which vanishes at f = 1/2 for any c. The mismatch with ΔE does detect c: it equals −c/6, so c ≈ 0.32 eV, and the level would dip by c/4 ≈ 0.08 eV at half filling.

Janak's relation was tested with fractional occupations: the PBE integral of ε(f) is −9.042 eV, equal to ΔE at the printed precision. The value of a_K belongs to this molecule and level of theory. It is no recommendation for bulk silicon, whose electrons screen the added charge.

**(d) Put the defect in a cubic supercell of edge L. Which errors do the periodic images cause in the energy and in the level?**

Solution. Let the defect have charge q = Z − f, where Z is its charge with the level empty, and charge density ρ. A uniform background neutralizes the cell, and the average electrostatic potential is set to zero. At fixed nuclei the host screens with its electronic dielectric constant ε∞, taken as isotropic and equal at all wavelengths.

The periodic potential of a unit point charge is 1/r + w(r). Since the point source is already contained in 1/r, w feels the background and the images. Inside the cell

∇²w = 4π/L³.

Cubic symmetry forbids anisotropic quadratic terms, and ∇²r² = 6, so

w(r) = −α/L + 2πr²/(3L³) + terms of order r⁴/L⁵.

The constant α = 2.837297 is the Madelung constant. For a charge compact compared with L,

E_per − E_iso = (1/2ε∞) ∬ ρ(r)ρ(r') w(r − r') dr dr'.

Let Q = ∫ρ r² dr and let the dipole moment vanish. Then ∬ρρ'|r − r'|² = 2qQ, and the correction to be added to the supercell energy is

E_corr = αq²/(2ε∞L) − 2πqQ/(3ε∞L³).

The first term is positive because the charge attracts its background, which lowers the periodic energy. A dipole p would add +2πp²/(3ε∞L³).

The level correction is the derivative of E_corr with respect to f. Adding an electron changes q by −1 per unit f, however the orbitals respond, so the 1/L term needs no knowledge of the response. At order L⁻³ the response does enter, because Q depends on the shape of the orbitals. I neglect this small part. At fixed shape Q changes by −s per unit f, where s is the mean square radius of the orbital. Therefore

ε_corr = −αq/(ε∞L) + 2π(Q + qs)/(3ε∞L³).

At leading order and for q ≠ 0 this is ε_corr = −2E_corr/q. The factor 2 comes from differentiating q², the sign from the electron's negative charge. A positive defect has its level corrected downwards, a negative one upwards.

For q = 0 the energy correction vanishes through this order, but the level keeps the shift 2πQ/(3ε∞L³). This is potential alignment: a neutral charge distribution with a second moment displaces the cell average from the potential far away. If the level is already referred to the potential far from the defect, this shift must not be added again.

**(e) Fock exchange also uses the Coulomb interaction. Does it need a correction of its own?**

Solution. Yes. The orbital's exchange with itself is −(a/2)f²(dd|dd), with the bare interaction. If the G = 0 term is dropped from the reciprocal-space sum, with sampling at Γ, the interaction contains w, and (dd|dd) is too small by α/L at leading order. The remedy is to add α/L to the exchange interaction, which changes

energy: −a f² α/(2L), level: −a f α/L.

There is no factor 1/ε∞, because the operator contains the bare interaction. This correction belongs to exchange and exists even for a neutral cell. The charge correction in (d) comes from the Hartree energy and its screening. Each must be applied once.

The quadratic part of w remains. For a centred orbital without a dipole it makes (dd|dd) too large by 4πs/(3L³), so the energy needs the further correction +2πa f² s/(3L³) and the level, again at fixed orbital shape, +4πa f s/(3L³).

**(f) What happens to the tuned fraction if the charge correction is omitted? Use a model with a known answer.**

Solution. Suppose the Fock term has been treated as in (e). Between f = 0 and f = 1 the charge falls by one, so at leading order the gap needs the correction

[ε(1) − ε(0)]_iso = [ε(1) − ε(0)]_per + α/(ε∞L).

The supercell gap is too small. The images imitate a concave energy, the same sign of curvature that Fock exchange produces, and less exchange is needed to close the gap. If g = d[ε(1) − ε(0)]/da < 0 is the isolated slope near the root, the uncorrected root is

a_raw ≈ a_K − α/(ε∞L|g|).

For the model, take one orbital in a short-range well, a smeared core charge Z = 1, and a continuum with ε∞ = 6. Semilocal exchange and correlation are left out. The terms quadratic in f are

(f²/2)(1/ε∞ − a)(dd|dd).

At a = 1/ε∞ they cancel for every orbital shape. What remains is f times a fixed one-electron energy, plus a constant, so the orbital does not depend on f and E(f) is a straight line. Hence a_K = 1/ε∞ = 0.1667 in this model. The limit ε∞ → 1 gives full exchange, and strong screening gives a_K → 0. A real defect departs from 1/ε∞ through semilocal terms and through screening that is not uniform at short range.

The slope has a direct meaning. The empty level does not depend on a. At the root, the filled level changes by −(dd|dd) per unit a, since the orbital's response is multiplied by 1/ε∞ − a = 0. The computed slope, −15.970 eV, is thus minus the orbital's self-repulsion.

For L = 10 Å the missing gap correction is 0.681 eV, and

a_raw ≈ 0.16667 − 0.6809/15.970 = 0.16667 − 0.04264 = 0.12403.

The self-consistent supercell gives 0.1239, about a quarter below the isolated value. At 8 and 12 Å the raw roots are 0.113 and 0.131. The leading correction restores 0.1667 at all three sizes.

That the leading term suffices for the root can be derived. Insert f = 0 and f = 1 in the second-moment corrections of (d) and (e). With the same s for both, their difference is

4πs(a − 1/ε∞)/(3L³),

which vanishes at a = 1/ε∞. This cancellation belongs to the model, where it holds to all orders: with the Fock G = 0 term and the leading charge correction, the terms quadratic in f are (f²/2)(1/ε∞ − a)[(dd|dd)_per + α/L], which vanish at a = 1/ε∞ for every L and every orbital. The restored root is thus an identity of the model and does not by itself show that the isolated limit has been reached. Individual levels still need these terms: for q = +1, L = 10 Å and a = 0.25, the raw level is 0.669 eV above its isolated value, the leading correction leaves −0.012 eV, and the second-moment terms reduce the error to below 0.0001 eV.

There is a related trap. If the Fock G = 0 term is also omitted, the leading error of the gap is (a − 1/ε∞)α/L. It vanishes at the model's root, so a_K looks converged although both levels are displaced by αZ/(ε∞L). A correct root alone does not certify the levels.

Localization enters through g. Spreading an orbital over a radius ℓ reduces (dd|dd) as 1/ℓ. For a state spread over the whole cell, the Hartree self-term vanishes at leading order and the Fock G = 0 term leaves the gap −aα/L. Adding the charge correction α/(ε∞L), which such a state does not justify, gives (1/ε∞ − a)α/L. This has a spurious root at a = 1/ε∞ for every L, and it is recognized by a slope g = −α/L that falls with cell size. As L grows, the gap tends to zero for any a and the condition selects nothing. It also fails if the extra electron or hole enters a host band, since q then no longer describes a compact charge.

**(g) Suppose the nuclei were relaxed in charge state q_g and then frozen while the charge is changed to q. Which dielectric constant enters each correction?**

Solution. In a polar host the relaxed ions carry a polarization that stays behind when q changes. Let b be its charge density. For each Fourier component, apart from the common factor 2π/(L³G²), the energy is

|ρ + b|²/ε∞ + κ|b|².

The second term is the elastic cost of the polarization. Minimizing with respect to b gives

(ρ + b)/ε∞ + κb = 0, so b = −ρ/(1 + κε∞),

and the minimum is |ρ|²κ/(1 + κε∞). This must equal |ρ|²/ε0, with ε0 the static dielectric constant. Hence κε0 = 1 + κε∞ and

κ = 1/(ε0 − ε∞), b = −ρ(1 − ε∞/ε0).

The frozen ionic charge around the defect is therefore

q_p = −q_g(1 − ε∞/ε0).

Each squared charge contributes its own Madelung term. At leading order

E_corr = (α/2L)[(q + q_p)²/ε∞ + q_p²/(ε0 − ε∞)],
ε_corr = −α(q + q_p)/(ε∞L).

For q = q_g the bracket reduces to q²/ε0, the usual relaxed result. For q_g = 0 it reduces to q²/ε∞, as in (d).

Take ε∞ = 6, ε0 = 10, L = 10 Å and q_g = +1, so q_p = −0.4. For q = +1 the bracket is 0.36/6 + 0.16/4 = 0.100; for q = 0 it is 0.16/6 + 0.16/4 = 0.067. The energy corrections are 0.204 and 0.136 eV. The neutral state needs one because the ions still carry the polarization of the charged state. The level corrections are −0.409 eV for q = +1 and +0.272 eV for q = 0.

Their difference is 0.681 eV, the same gap correction as without ionic polarization, because q_p cancels:

ε_corr(q − 1) − ε_corr(q) = α/(ε∞L).

At leading order the tuning correction thus contains ε∞ alone, even when the geometry was relaxed with ε0. The level positions and ΔE do depend on q_p. Here ΔE needs 0.136 − 0.204 = −0.068 eV, which is also the mean of the two level corrections, as Janak's relation requires for a correction linear in q.

**(h) State the condition to be imposed on supercell data, and where its corrections cease to hold.**

Solution. With the Fock G = 0 term included, and with q₀ = Z and q₁ = Z − 1 the charges for the empty and filled level, a_K is the root of

ε_per(1) + ε_corr(q₁) = ε_per(0) + ε_corr(q₀).

The common value is then compared with

ΔE_iso = E_per(1) − E_per(0) + E_corr(q₁) − E_corr(q₀).

All four quantities use one geometry, one value of a and one potential reference. Changing a also changes the host, so ε∞ should be consistent with the functional used.

The formulas assume a cubic cell, an isotropic host and a defect charge small compared with L. The L⁻³ terms also assume that ε∞ holds at all wavelengths. In a real host screening weakens at short range, which adds a term proportional to q²/L³ to the energy correction. This term can be as large as the second-moment term, so the size dependence left after the 1/L correction should be checked with larger cells. An anisotropic host requires the dielectric tensor in the image sum. A range-separated hybrid has a different G = 0 limit in its exchange. Overlap between orbitals in neighbouring cells is not electrostatic and has to be reduced by enlarging the cell. Elastic interaction between relaxed images affects the chosen geometry and needs its own convergence check.

Computed values

```
SILYL RADICAL, PBE hybrids, def2-SVP, grid level 1
Si-H bond length = 1.48 angstrom, tetrahedral angles
a | eps(0) | E(1)-E(0) | eps(1) | Lambda | R (all eV)
0.0000 | -12.454 | -9.042 | -5.392 | 4.268 | 0.618
0.5000 | -10.486 | -9.174 | -7.660 | 2.144 | 0.630
0.8368 | -9.198 | -9.252 | -9.198 | 0.709 | 0.655
1.0000 | -8.585 | -9.287 | -9.946 | 0.011 | 0.671
tuned fraction, eps(1)=eps(0): 0.8368
fraction for eps(1)=E(1)-E(0): 0.8493
fraction for eps(0)=E(1)-E(0): 0.8233
PBE integral of eps(f) = -9.042 eV
PBE E(1/2) minus chord = -0.897 eV
tuned E(1/2) minus chord = -0.007 eV
pure Hartree-Fock Lambda = 0.000000 eV
MODEL DEFECT IN A DIELECTRIC
eps_inf = 6.0, eps_0 = 10.0 (dimensionless)
well depth = 40.0 eV, width = 1.0 angstrom
Madelung constant = 2.837297 (dimensionless)
errors at L=10 angstrom, a=0.25: periodic minus isolated (eV)
q | E raw, 1/L, full | level raw, 1/L, full
+1 | -0.33293, 0.00754, 0.00000 | 0.66920, -0.01174, 0.00000
+0 | -0.00610, -0.00610, 0.00000 | -0.01549, -0.01549, 0.00019
-1 | -0.34258, -0.00211, 0.00000 | -0.68509, -0.00415, 0.00007
isolated tuned fraction = 0.16667
slope of isolated gap with a = -15.970 eV
L (angstrom) | gap correction (eV) | a raw | a predicted | a 1/L | a full
8.0 | 0.8512 | 0.11332 | 0.11337 | 0.16667 | 0.16667
10.0 | 0.6809 | 0.12392 | 0.12403 | 0.16667 | 0.16667
12.0 | 0.5674 | 0.13103 | 0.13113 | 0.16667 | 0.16667
IONS FROZEN AT THE GEOMETRY OF q=+1, L=10 angstrom
frozen ionic charge = -0.400 elementary charges
q | energy correction (eV) | level correction (eV)
+1 | 0.2043 | -0.4086
+0 | 0.1362 | 0.2724
```
